**Quartic oscillator: energies through third order from the first-order wave function**

For $H=p^2/2+x^2/2+\lambda x^4$ with $\hbar=m=\omega=1$, the program confirms $E_1=3/4$, $E_2=-21/8$ and $E_3=333/16$, where $E_k$ is the coefficient of $\lambda^k$ in the ground-state energy. The first-order wave function is $\psi_1=P_1\psi_0$, with $P_1=-x^4/4-3x^2/4+9/16$ and $\psi_0$ the normalized Gaussian. The program asserts that this function agrees with a sum over oscillator states, and that $E_3$ from $\psi_1$ equals $E_3$ from an explicitly solved $\psi_2$. It also recovers the three coefficients by interpolating high-precision eigenvalues at several small couplings. Further assertions cover the second-order variational functional, the correction needed when $\psi_1$ is not orthogonal to $\psi_0$, and the $\lambda^4$ error of the Rayleigh quotient $R$ of $\psi_0+\lambda\psi_1$. For a restricted trial function proportional to $(x^2-1/2)\psi_0$, the output shows a relative error of 14% in $E_2$ and 51% in $E_3$. The third-order sum is in error by about $2\times10^{-6}\,\hbar\omega$ at $\lambda=0.01$ and $0.01\,\hbar\omega$ at $\lambda=0.1$.

## Check in Python

```python
"""Ground state of H = p^2/2 + x^2/2 + lam*x^4, with hbar = m = omega = 1.
Result under test: psi1 = P1*psi0, P1 = -x^4/4 - 3x^2/4 + 9/16, and
E(lam) = 1/2 + (3/4)lam - (21/8)lam^2 + (333/16)lam^3 + O(lam^4).
psi0 is the normalized Gaussian; psi1 and psi2 are the first and second
order wave functions, orthogonal to psi0. E1, E2, E3 are coefficients
of powers of lam. mean(f) is the expectation value of f in psi0.
"""
from functools import lru_cache
from math import factorial
import numpy as np
import sympy as sp
import mpmath as mp

x = sp.symbols("x", real=True)
lam, t = sp.symbols("lam t", real=True)
Q = sp.Rational
psi0 = sp.exp(-x**2 / 2) / sp.pi**Q(1, 4)
V = x**4


@lru_cache(None)
def moment(n):
    if n % 2:
        return sp.Integer(0)
    integral = sp.integrate(x**n * sp.exp(-x**2), (x, -sp.oo, sp.oo))
    return sp.simplify(integral / sp.sqrt(sp.pi))


def mean(f):
    terms = sp.Poly(sp.expand(f), x).terms()
    return sp.expand(sum(c * moment(p[0]) for p, c in terms))


def shifted_h0(f):
    """Return [(H0 - 1/2)(f psi0)]/psi0 by direct differentiation."""
    psi = f * psi0
    h_psi = -sp.diff(psi, x, 2) / 2 + (x**2 - 1) * psi / 2
    return sp.expand(sp.simplify(h_psi / psi0))


def solve_response(rhs, degree):
    """Solve (H0-E0)(P psi0) = rhs*psi0 with mean(P) = 0."""
    c = sp.symbols("c0:%d" % (degree // 2 + 1))
    p = sum(ck * x**(2 * k) for k, ck in enumerate(c))
    residual = sp.Poly(sp.expand(shifted_h0(p) - rhs), x)
    solution = sp.solve(residual.coeffs() + [mean(p)], c, dict=True)
    assert len(solution) == 1
    return sp.expand(p.subs(solution[0]))


# Gaussian moments and the action of H0 on polynomial times Gaussian
for m in range(1, 7):
    assert moment(2 * m) == sp.factorial2(2 * m - 1) / 2**m
for k in range(9):
    f = x**k
    identity = x * sp.diff(f, x) - sp.diff(f, x, 2) / 2
    assert sp.expand(shifted_h0(f) - identity) == 0

# Wave functions and energy coefficients
E1 = mean(V)
P1 = solve_response(E1 - V, 4)
assert sp.expand(P1 - (-x**4 / 4 - 3 * x**2 / 4 + Q(9, 16))) == 0
E2 = mean(V * P1)
S = mean(P1**2)
V11 = mean(V * P1**2)
E3 = mean(P1 * (V - E1) * P1)
P2 = solve_response(E2 - (V - E1) * P1, 8)
E3_from_psi2 = mean(V * P2)
assert (E1, E2, E3) == (Q(3, 4), Q(-21, 8), Q(333, 16))
assert E3_from_psi2 == E3
assert S == Q(39, 32) and V11 == Q(2781, 128)

# Sum over oscillator states, with matrix elements from quadrature
nodes, weights = np.polynomial.hermite.hermgauss(30)
points = np.linspace(-3, 3, 13)


def state_ratio(n, values):
    coefficients = [0] * n + [1]
    h = np.polynomial.hermite.hermval(values, coefficients)
    return h / np.sqrt(2.0**n * factorial(n))


sos = np.zeros_like(points)
couplings = {}
for n in range(1, 11):
    vn0 = np.sum(weights * nodes**4 * state_ratio(n, nodes))
    couplings[n] = vn0 / np.sqrt(np.pi)
    sos -= couplings[n] / n * state_ratio(n, points)
    if n not in (2, 4):
        assert abs(couplings[n]) < 1e-10
assert np.allclose(sos, sp.lambdify(x, P1)(points), atol=1e-9)

# Effect of omitting the constant that makes psi1 orthogonal to psi0
constant = P1.subs(x, 0)
P_unorth = P1 - constant
overlap = mean(P_unorth)
E3_naive = mean(P_unorth * (V - E1) * P_unorth)
assert E3_naive != E3
assert E3_naive - 2 * E2 * overlap == E3


# Second-order variational functional and a restricted trial function
def functional(p):
    return mean(p * shifted_h0(p) + 2 * p * (V - E1))


trial = t * (x**2 - Q(1, 2))
J_trial = functional(trial)
t_best = sp.solve(sp.diff(J_trial, t), t)[0]
P_trial = trial.subs(t, t_best)
J_best = functional(P_trial)
eta = P_trial - P1
gap = mean(eta * shifted_h0(eta))
E3_trial = mean(P_trial * (V - E1) * P_trial)
assert functional(P1) == E2
assert J_best - E2 == gap and gap > 0
for p in (x, x**2, x**3 - x, x**6 + 2):
    assert functional(P1 + p) - E2 == mean(p * shifted_h0(p))

# Rayleigh quotient from its definition against its closed form
chi = 1 + lam * P1
numerator = mean(chi * (shifted_h0(chi) + chi / 2 + lam * V * chi))
R = numerator / mean(chi**2)
R_closed = Q(1, 2) + lam * E1 + (lam**2 * E2 + lam**3 * E3) / (1 + lam**2 * S)
assert sp.simplify(R - R_closed) == 0
error4 = mean(P2 * shifted_h0(P2))

# Nonperturbative energies: diagonalization in even oscillator states
mp.mp.dps = 45
max_states = 30
size = 2 * max_states + 4
X = mp.matrix(size)
for n in range(size - 1):
    X[n, n + 1] = X[n + 1, n] = mp.sqrt(mp.mpf(n + 1) / 2)
X2 = X * X
X4 = X2 * X2


def ground_energy(coupling, states=20):
    H = mp.matrix(states)
    for i in range(states):
        for j in range(states):
            H[i, j] = coupling * X4[2 * i, 2 * j]
        H[i, i] += 2 * i + mp.mpf(1) / 2
    return min(mp.eigsy(H, eigvals_only=True))


step = mp.mpf("0.0001")
order = 8
vandermonde = mp.matrix(order + 1)
energies = mp.matrix(order + 1, 1)
for i in range(order + 1):
    energies[i] = ground_energy(i * step)
    for j in range(order + 1):
        vandermonde[i, j] = mp.mpf(i)**j
scaled = mp.lu_solve(vandermonde, energies)
numeric = [scaled[k] / step**k for k in range(4)]
for value, derived in zip(numeric, (Q(1, 2), E1, E2, E3)):
    assert abs(value - mp.mpf(derived.p) / derived.q) < mp.mpf("1e-6")

tiny = mp.mpf("0.000001")
R_tiny = sp.N(R_closed.subs(lam, Q(1, 10**6)), 45)
ratio4 = (mp.mpf(str(R_tiny)) - ground_energy(tiny)) / tiny**4
assert abs(ratio4 / (mp.mpf(error4.p) / error4.q) - 1) < mp.mpf("1e-4")

print("Units: hbar = m = omega = 1; energies in hbar*omega")
for n in (2, 4, 6, 8, 10, 12):
    print(f"<x^{n}> = {moment(n)}")
print("P1 =", P1)
print("P2 =", P2)
print(f"V_20 = {couplings[2]:.6f}, V_40 = {couplings[4]:.6f}")
print(f"E1 = {E1} = {float(E1):.6f}")
print(f"E2 = {E2} = {float(E2):.6f}")
print(f"E3 = {E3} = {float(E3):.6f}")
print("S = <P1^2> =", S)
print("<x^4 P1^2> =", V11)
print("E3 from psi2 =", E3_from_psi2)
for k in range(1, 4):
    print(f"E{k} from diagonalization = {float(numeric[k]):.8f}")
print("Without constant in P1: overlap =", overlap)
print("Without constant: uncorrected E3 =", E3_naive)
print("Restricted trial: best t =", t_best)
print("Restricted trial: J =", J_best, "; J - E2 =", gap)
print("Restricted trial: E3 estimate =", E3_trial)
print(f"Restricted trial: E2 relative error = {float(abs(gap / E2)):.4f}")
print(f"Restricted trial: E3 relative error = {float(abs(E3_trial / E3 - 1)):.4f}")
print(f"Predicted (R-E)/lam^4 = {error4} = {float(error4):.6f}")
print(f"Numerical (R-E)/lam^4 at lam=1e-6 = {float(ratio4):.6f}")

for coupling in (Q(1, 100), Q(1, 10)):
    g = mp.mpf(coupling.p) / coupling.q
    energy = ground_energy(g, 30)
    assert abs(energy - ground_energy(g, 20)) < mp.mpf("1e-7")
    bound = float(R_closed.subs(lam, coupling))
    assert bound > float(energy)
    partial = Q(1, 2)
    print(f"Coupling lam = {float(coupling):.2f}")
    for k, coefficient in enumerate((E1, E2, E3), 1):
        partial += coefficient * coupling**k
        print(f"  sum through order {k} = {float(partial):.8f}")
    print(f"  Rayleigh quotient R = {bound:.8f}")
    print(f"  converged eigenvalue = {float(energy):.8f}")
    print(f"  third-order sum error = {float(partial) - float(energy):.3e}")
    print(f"  R error = {bound - float(energy):.3e}")

print("verified")
```

Output:

```
Units: hbar = m = omega = 1; energies in hbar*omega
<x^2> = 1/2
<x^4> = 3/4
<x^6> = 15/8
<x^8> = 105/16
<x^10> = 945/32
<x^12> = 10395/64
P1 = -x**4/4 - 3*x**2/4 + 9/16
P2 = x**8/32 + 13*x**6/48 + 53*x**4/64 + 141*x**2/64 - 1247/512
V_20 = 2.121320, V_40 = 1.224745
E1 = 3/4 = 0.750000
E2 = -21/8 = -2.625000
E3 = 333/16 = 20.812500
S = <P1^2> = 39/32
<x^4 P1^2> = 2781/128
E3 from psi2 = 333/16
E1 from diagonalization = 0.75000000
E2 from diagonalization = -2.62500000
E3 from diagonalization = 20.81250000
Without constant in P1: overlap = -9/16
Without constant: uncorrected E3 = 1521/64
Restricted trial: best t = -3/2
Restricted trial: J = -9/4 ; J - E2 = 3/8
Restricted trial: E3 estimate = 81/8
Restricted trial: E2 relative error = 0.1429
Restricted trial: E3 relative error = 0.5135
Predicted (R-E)/lam^4 = 62589/256 = 244.488281
Numerical (R-E)/lam^4 at lam=1e-6 = 244.484675
Coupling lam = 0.01
  sum through order 1 = 0.50750000
  sum through order 2 = 0.50723750
  sum through order 3 = 0.50725831
  Rayleigh quotient R = 0.50725834
  converged eigenvalue = 0.50725620
  third-order sum error = 2.108e-06
  R error = 2.137e-06
Coupling lam = 0.10
  sum through order 1 = 0.57500000
  sum through order 2 = 0.54875000
  sum through order 3 = 0.56956250
  Rayleigh quotient R = 0.56962797
  converged eigenvalue = 0.55914633
  third-order sum error = 1.042e-02
  R error = 1.048e-02
verified
```
